# Cube-Root Resistivity of Clean Metal Films with Soffer Surface Scattering

**Q.** You claim that a film with rough walls, made ever cleaner inside, has a relative resistivity that grows as the cube root of $\lambda/d$. I would have expected the walls to limit the mean free path to about $d$, which gives a linear law. What is the model?

**A.** Free electrons with Fermi wavenumber $k_F=2\pi/\lambda_F$ fill a film $0<z<d$, and the field lies along $x$. Bulk scattering has a mean free path $\lambda$ and erases all drift. Both faces have rms roughness $h$. I write $\kappa=d/\lambda$ and $u=|\cos\theta|$, with $\theta$ measured from the film normal, so $u\to0$ is grazing incidence. A wall reflects an electron specularly with probability $p(u)$; otherwise the electron is assumed to leave without drift. The relative resistivity is $\rho/\rho_0$, where $\rho_0$ is the bulk value at the same $\lambda$. The limit is $\kappa\to0$ with $h/\lambda_F$ fixed and nonzero.

**Q.** What is $p(u)$, and why should a rough wall reflect specularly at all?

**A.** A wave reflected from a wall element displaced by $\zeta$ gains the phase $2k_z\zeta$, with $k_z=k_Fu$. For Gaussian heights the mean reflected amplitude is
$$\langle e^{2ik_z\zeta}\rangle=e^{-2k_z^2h^2}.$$
Its square is Soffer's specularity,
$$p(u)=e^{-4k_F^2h^2u^2}=e^{-au^2},\qquad a=\left(\frac{4\pi h}{\lambda_F}\right)^2 .$$
At grazing incidence the phase differences vanish and $p\to1$. This treats each wall element as a local mirror, an assumption we should revisit.

**Q.** An electron may hit the walls many times. How do you count that?

**A.** Follow it backwards in time. Specular reflection preserves the in-plane velocity, so the drift gained from the field adds up along the path until a memory-erasing event. Measure path length in units of $\lambda$. Successive wall hits are $K=\kappa/u$ apart, and the last hit lies a distance $y$ back, uniform in $(0,K)$ because the electron may be at any depth. Each hit multiplies the memory by $p$. With $E=e^{-K}$, the drift relative to bulk is
$$G(y)=1-e^{-y}+\sum_{n=1}^{\infty}p^n e^{-y-(n-1)K}(1-E).$$
The sum is geometric:
$$G(y)=1-e^{-y}\left[1-\frac{p(1-E)}{1-pE}\right]=1-e^{-y}\,\frac{1-p}{1-pE}.$$
The average of $e^{-y}$ over depth is $(1-E)/K=(u/\kappa)(1-E)$, so
$$g(u)=1-\frac{u}{\kappa}\,\frac{(1-p)(1-E)}{1-pE}.$$

The current carries another factor of the $x$ velocity, so directions are weighted by $n_x^2=(1-u^2)\cos^2\varphi$. The azimuthal average is the same for film and bulk and cancels. Since $\int_0^1(1-u^2)du=2/3$,
$$\frac{\rho_0}{\rho}=\frac32\int_0^1(1-u^2)\,g(u)\,du .$$
As a test, the hits were summed one by one over the whole Fermi sphere at $\kappa=0.3$ and $a=6.317$. The sum and this integral both gave 0.581168.

**Q.** For small $\kappa$ your $g$ is one minus something close to one. I don't trust expansions of such differences.

**A.** The cancellation can be removed first. Let $s=1-p$ and $\varepsilon=1-E$. Then $1-pE=s+\varepsilon-s\varepsilon$, and
$$\frac{s\varepsilon}{s+\varepsilon-s\varepsilon}=\frac{1}{1/s+1/\varepsilon-1}.$$
Use $1/(1-e^{-z})=\tfrac12+\tfrac12\coth(z/2)$ for both terms and define
$$A=\coth\frac{au^2}{2},\qquad B=\coth\frac{\kappa}{2u}.$$
The denominator becomes $(A+B)/2$, hence
$$g=1-\frac{2u/\kappa}{A+B}=\frac{A+B-2u/\kappa}{A+B}.$$
With the Langevin function $L(x)=\coth x-1/x$, the difference $B-2u/\kappa$ is $L(\kappa/2u)$. Therefore
$$g=\frac{A+L(\kappa/2u)}{A+B}.$$
Every term is positive. Also $L(\kappa/2u)<B$, so $0<g<1$.

**Q.** Now where does a cube root come from?

**A.** From two competing powers of $u$. A shallow electron hits a wall $u/\kappa$ times per mean free path and loses a fraction $1-p\simeq au^2$ of its drift at each hit. The summed loss is $au^3/\kappa$, which reaches one at
$$u_*=\left(\frac{\kappa}{a}\right)^{1/3}.$$
Electrons well below $u_*$ hardly notice the walls, while those well above it lose their drift there. The conducting window has width $u_*$.

To get the coefficient, set $u=u_*x$ and $\delta=au_*^2$. Since $au_*^3=\kappa$, also $\delta=\kappa/u_*=a^{1/3}\kappa^{2/3}$. The arguments in $g$ become $\delta x^2/2$ and $\delta/(2x)$. Both vanish at fixed $x$, where $\coth z\simeq1/z$ and $L(z)\simeq z/3$. Thus
$$g\to\frac{2/(\delta x^2)}{2/(\delta x^2)+2x/\delta}=\frac1{1+x^3}.$$

**Q.** That is a limit at fixed $x$, but your integral runs to $x=1/u_*$, which goes to infinity. Could the steep electrons add a comparable amount?

**A.** A bound excludes it. For positive $z$, $\coth z\le1+1/z$, $L(z)\le1$ and $\coth z\ge1/z$. So
$$g\le\frac{2+2/(\delta x^2)}{2x/\delta}=\frac{\delta}{x}+\frac1{x^3}.$$
Between $x=1$ and $x=1/u_*$ the first term integrates to $\delta\ln(1/u_*)$, which vanishes because $\delta\propto\kappa^{2/3}$. The second is integrable up to infinity. Below $x=1$ we have $g<1$. The limit may therefore be taken under the integral, and $1-u^2=1-u_*^2x^2$ tends to one there:
$$\frac{\rho_0}{\rho}\to\frac32u_*I,\qquad I=\int_0^\infty\frac{dx}{1+x^3}.$$
Replacing $x$ by $1/x$ gives $I=\int_0^\infty x\,dx/(1+x^3)$. Adding the two forms and using $1+x^3=(1+x)(1-x+x^2)$,
$$2I=\int_0^\infty\frac{dx}{x^2-x+1}=\frac{2}{\sqrt3}\left[\arctan\frac{2x-1}{\sqrt3}\right]_0^\infty=\frac{2}{\sqrt3}\left(\frac\pi2+\frac\pi6\right).$$
So $I=2\pi/(3\sqrt3)$ and $\rho_0/\rho\to(\pi/\sqrt3)u_*$. Inverting,
$$\boxed{\frac{\rho}{\rho_0}\to\frac{\sqrt3}{\pi}\left(\frac{4\pi h}{\lambda_F}\right)^{2/3}\left(\frac{\lambda}{d}\right)^{1/3}}$$

The film's own resistivity does not rise as the metal is purified. At fixed $d$, $\rho_0\propto1/\lambda$, so $\rho\propto\lambda^{-2/3}$: it falls, but more slowly than in the bulk. At fixed $\lambda$, thinning the film gives $\rho\propto d^{-1/3}$.

**Q.** How small must $\kappa$ be? If I set $h=0$, your formula gives zero resistivity.

**A.** The window must be narrow, $u_*\ll1$, which means $\kappa\ll a$. One wall hit inside it must also cost little, $\delta\ll1$, which means $\kappa\ll a^{-1/2}$. Smooth walls violate the first condition. At fixed $\kappa$, letting $h\to0$ gives $A\to\infty$, $g\to1$ and $\rho=\rho_0$, as it should. The limits $h\to0$ and $\kappa\to0$ do not commute. Very rough walls violate the second condition until $\lambda/d$ is larger still.

The next terms show the approach. Write $A=2/(au^2)+L(au^2/2)$. Without the Langevin parts, $g=1/(1+u^3/u_*^3)$, and its two integrals are
$$\frac32\int_0^1\frac{du}{1+u^3/u_*^3}\simeq\frac{\pi}{\sqrt3}u_*-\frac34u_*^3,$$
$$-\frac32\int_0^1\frac{u^2\,du}{1+u^3/u_*^3}=-\frac{u_*^3}{2}\ln\left(1+\frac1{u_*^3}\right).$$
The first follows by subtracting the tail $\int_{1/u_*}^\infty dx/x^3=u_*^2/2$. The Langevin part of $A$ adds $L(au^2/2)\,\kappa/(2u)$ to $g$ above the window. With $u_*^3=\kappa/a$,
$$\frac{\rho_0}{\rho}\simeq\frac{\pi}{\sqrt3}u_*-\frac{\kappa}{a}\left[\frac12\ln\frac a\kappa+\frac34\right]+\kappa J,$$
$$J=\frac34\int_0^1(1-u^2)\,L\!\left(\frac{au^2}{2}\right)\frac{du}{u}.$$
The leftovers come from the window itself. There $L(au^2/2)$ is of order $au_*^2$ and multiplies $\kappa/u_*$ over a width $u_*$, giving $\kappa au_*^2$. The Langevin part of $B$ gives $\kappa^2/u_*$, which is the same size. Both scale as $\kappa^{5/3}$.

**Q.** You credit grazing specular reflection. Perhaps any partly specular wall would do.

**A.** Take a constant $p<1$. Then $A=(1+p)/(1-p)$ is constant, and for $u\gg\kappa$ we have $g\simeq A\kappa/(2u)$. The region $u\lesssim\kappa$ adds a term of order $\kappa$. So, to leading logarithm,
$$\frac{\rho_0}{\rho}\simeq\frac34\,\frac{1+p}{1-p}\,\kappa\ln\frac1\kappa .$$
Your linear law is nearly right here, softened by a logarithm.

One can also operate on Soffer's $p$ directly, at $a=6.317$ and $\lambda/d=10^9$. Setting $p=0$ for $u<0.223$ raises the local exponent to 0.956. Setting $p=0$ for $u>0.223$ instead leaves the conductivity at 0.999997 of the cube-root law. The grazing part alone carries the leading term.

The power of the loss sets the exponent. If $1-p\simeq bu^m$ with $m>0$, the summed loss is $bu^{m+1}/\kappa$. The window width scales as $\kappa^{1/(m+1)}$, and the relative resistivity grows as $\lambda/d$ to the power $1/(m+1)$. Soffer's $m=2$ gives one third.

**Q.** Put numbers in. Which metal could have $\lambda\gg d$?

**A.** A clean single crystal at low temperature. Take a film in the regime of bcc tungsten at 10 K, with rough or chosen values: $d=20$ nm, $h=0.1$ nm, $\lambda_F=0.5$ nm, $\lambda=2000$ nm. Then $\lambda/d=100$, $\kappa=0.010$ and
$$a=\left(\frac{4\pi\times0.1}{0.5}\right)^2=6.317,\qquad u_*=\left(\frac{0.010}{6.317}\right)^{1/3}=0.1165.$$
The window reaches 6.7 degrees from the film plane. At its edge an electron hits a wall 11.65 times per mean free path, with specularity 0.918 each time. Electrons inside it carry 70 % of the current.

The law gives
$$\frac{\rho}{\rho_0}=\frac{\sqrt3}{\pi\times0.1165}=4.73 .$$
The full integral gives 4.835, so the law is 2.2 % low relative to it; the corrected form gives 4.833. Fully diffuse walls, with everything else unchanged, would give 26.5.

For the absolute value, $\rho_0=mv_F/(ne^2\lambda)$ with $mv_F=\hbar k_F$ and $n=k_F^3/(3\pi^2)$ gives
$$\rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}=77.0\ \mu\Omega\,\mathrm{cm\,nm}.$$
Thus $\rho_0=77.0/2000=0.0385\ \mu\Omega$ cm, and the film has $0.0385\times4.835=0.186\ \mu\Omega$ cm.

The local exponent at $\lambda/d=100$ is 0.322. It rises to 0.330 at 1000 and 0.3333 at $10^6$, with $a$ fixed.

**Q.** But $\lambda\to\infty$ at fixed $d$ makes your window arbitrarily narrow. A thin film has discrete subbands.

**A.** That ends the law. Standing waves require $k_z=n\pi/d$, so $u_n=n\lambda_F/(2d)$, with spacing 0.0125 here. The window spans 9.3 spacings. Replacing the integral by a sum over $u_n$, for film and bulk reference alike, changes 4.835 to 5.02. This estimate quantizes the directions but keeps the semiclassical $g$.

The deviation grows with $\lambda$: at 0.16 mm the subband sum is already 23 % above the cube-root law. The law has clearly failed by the time $u_*$ reaches $u_1$, at
$$\lambda\simeq\frac{d}{au_1^3}=\frac{20\ \mathrm{nm}}{6.317\times0.0125^3}\simeq1.6\ \mathrm{mm}.$$
Far beyond that, each subband has $u_n\gg u_*$ and $g\propto\kappa$, so at fixed $d$ the relative resistivity becomes linear in $\lambda$. It is then no longer a function of $\lambda/d$ alone: the $u_n$ scale as $1/d$, and with $g\simeq\kappa/(au_n^3)$ the sum gives $\rho_0/\rho\propto\kappa/(au_1^2)$, so $\rho/\rho_0\propto\lambda/d^3$ in this estimate. The cube root is thus a semiclassical limit: $\lambda/d$ must be large while the window still holds many subbands.

**Q.** And the local mirror? A grazing wave should see more than one bump.

**A.** It does, and this changes the final exponent. Let a hard wall sit at $z=\zeta(\mathbf r)$, where $\mathbf r$ and $\mathbf k$ are in-plane vectors. The unperturbed wave is $-2i\sin(k_zz)e^{i\mathbf k\cdot\mathbf r}$. To first order in $\zeta$, a zero total wave on the wall requires a scattered wave $2ik_z\zeta e^{i\mathbf k\cdot\mathbf r}$ at $z=0$. Its outgoing flux, divided by the incoming flux, is
$$1-p\simeq4k_z\int\frac{d^2k'}{(2\pi)^2}\,W(\mathbf k-\mathbf k')\,k_z',$$
where $W$ is the roughness power spectrum and $|\mathbf k'|<k_F$. If $W$ is a narrow peak of weight $(2\pi)^2h^2$, then $k_z'=k_z$ and the loss is $4k_z^2h^2=au^2$, Soffer's small-loss form. This is a loss from the specular beam, not yet a loss of drift: in this limit the scattered electrons hardly change direction. For any finite correlation length the integral stays nonzero as $u\to0$, so the loss becomes linear in $u$. Then $m=1$ and the final exponent is one half.

For Gaussian correlations $\langle\zeta(0)\zeta(\mathbf r)\rangle=h^2e^{-r^2/\xi^2}$ with $\xi=2$ nm the grazing loss is $0.833u$. Using the exponential of minus this lowest-order loss as $p$, and treating all scattered electrons as drift-free, gives $\rho/\rho_0=5.16$, or 6.7 % above the Soffer integral. That small shift depends on the drift-free assumption. With $k_F$ times the correlation length about 25, the bumps scatter mostly forward, and the electrons keep much of their drift. If scattered electrons carry their drift into the new direction, an estimate that exponentiates the lowest-order scattering at each hit gives only $\rho/\rho_0\simeq1.6$; letting the non-specular part scatter just once per hit gives 1.3. In the first of these estimates the exponent still tends to one half, but slowly: it is 0.65 at $\lambda/d=10^4$ and 0.52 at $10^6$. In the 20 nm film the discrete subbands intervene before that limit is reached. The value 4.8 therefore rests on two assumptions that pull in opposite directions: the loss $au^2$ needs a long correlation length, while full loss of drift needs a short one. At $\lambda/d=100$ the first drift-carrying estimate gives 4.5 for $\xi=0.5$ nm, 2.8 for 1 nm and 1.1 for 5 nm; wide, gentle bumps add much less resistance.

**Q.** Then can I use 4.8 for a real tungsten film, or for an interconnect?

**A.** Not as a prediction. Tungsten's Fermi surface has several sheets, one roughly octahedral, and flat faces concentrate velocities in a few directions. Take an ideal octahedron as an extreme case, with the same $\kappa$ and $a$ and with $p$ evaluated at the velocity angle. In an (001) film every face has $u=1/\sqrt3$; no electron grazes, and $\rho/\rho_0=91$. In a (110) film half the faces have $u=0$ and keep their full drift. With the current along [001] they carry half of the bulk current, which gives 1.99; with the current along $[1\bar10]$ they carry all of it, and the ratio is 1. These are model values, not measured ones, but they show how strongly the result can depend on the shape of the Fermi surface.

Interconnects break other assumptions. They are polycrystalline and run near or above room temperature. In the Mayadas–Shatzkes model, with grain-boundary reflection 0.3 and the same $\lambda=2000$ nm, grains 1000 nm wide multiply the bulk resistivity by 2.2, and grains 20 nm wide by 58. Phonons shorten $\lambda$ too. A Bloch–Grüneisen estimate, with a rough Debye temperature of 400 K and a rough phonon mean free path of 15 nm at 300 K, leaves 1998 nm at 10 K, 163 nm at 77 K and 14.9 nm at 300 K. At 300 K $\lambda/d$ is 0.74. The full integral then gives 1.22, while the cube-root law gives 0.92, less than bulk and therefore impossible in this model. Reducing $h$ lowers surface resistance in the model at any of these temperatures, but the two-thirds power of $h$ belongs to clean films at low temperature. The numerical output below lists the intermediate cases.

## Computed results

```
thickness d = 20 nm, roughness h = 0.1 nm
Fermi wavelength = 0.5 nm, mean free path = 2000 nm
lambda/d = 100, kappa = 0.010, a = 6.317
bulk rho0*lambda = 77.0 uohm cm nm
bulk rho0 = 0.0385 uohm cm
window edge u* = 0.1165
window angle from film plane = 6.69 deg
specularity at u* = 0.918
wall hits per mean free path at u* = 11.65
share of current with u < u* = 70.4 %
rho/rho0, full integral = 4.835
rho/rho0, cube-root law = 4.730
rho/rho0, corrected law = 4.833
rho/rho0, diffuse walls p=0 = 26.48
film rho, full integral = 0.1862 uohm cm
film rho, cube-root law = 0.1822 uohm cm
lambda/d | rho/rho0 full | cube-root law | local exponent
1 | 1.292 | 1.019 | 0.1975
10 | 2.355 | 2.196 | 0.2984
100 | 4.835 | 4.730 | 0.3220
1000 | 10.258 | 10.191 | 0.3298
10000 | 21.996 | 21.957 | 0.3323
1000000 | 101.927 | 101.915 | 0.3333
bounce sum, kappa=0.3: rho0/rho = 0.581168
formula, kappa=0.3: rho0/rho = 0.581168
cut for cause tests: u = 0.223
exponent, no grazing specularity, lambda/d=1e9: 0.956
conductivity/law, only grazing specularity, 1e9: 0.999997
Neglected effects, same film:
subband spacing in u = 0.0125, subbands below u* = 9.3
rho/rho0 with subbands = 5.017
subbands end the law near lambda = 1.62 mm
exponent far beyond that = 1.000
correlation length = 2 nm: grazing loss/u = 0.833
rho/rho0 with correlation = 5.158
final exponent with correlation = 0.500
octahedron, (001) film: rho/rho0 = 91.2
octahedron, (110) film: rho/rho0 = 1.99
grain reflection R = 0.3
grains D = 1000 nm: bulk rho rises by factor 2.19
grains D = 20 nm: bulk rho rises by factor 58.21
Debye temperature = 400 K, phonon path at 300 K = 15 nm
T (K) | lambda (nm) | lambda/d | rho/rho0 full | cube-root law
10 | 1998.1 | 99.905 | 4.834 | 4.729
77 | 163.0 | 8.150 | 2.216 | 2.051
300 | 14.9 | 0.744 | 1.224 | 0.924
```
